# The p-Type Schottky Barrier from Bulk Levels and an Interface Lineup

## 1. Two flat potentials

Let the electron potential energy be a constant \(U_M\) throughout a metal and a constant \(U_S\) throughout a semiconductor. The metal is filled to a height \(a\) above its constant. The semiconductor's valence edge lies a height \(b\) above its own. On the common energy scale of the junction,

\[
E_F=U_M+a,\qquad E_v=U_S+b .
\]

A hole in the metal sits at the Fermi energy. To enter the valence band it must be moved down, on the electron energy scale, to \(E_v\), which costs \(E_F-E_v\). The hole barrier is therefore

\[
\phi_p=E_F-E_v=a-b+(U_M-U_S).
\]

The heights \(a\) and \(b\) belong to the separate materials. The step \(U_M-U_S\) belongs to the contact: if \(s\) electrons per unit area move a distance \(d\) from the metal side to the semiconductor side, the double layer changes the step by \(-4\pi s d\), as section 4 shows.

Suppose now that a better theory of the semiconductor replaces \(b\) by \(b+\delta_v\), while no charge moves. The step is unchanged and the barrier becomes \(\phi_p-\delta_v\). The rest of these notes replaces the constants by the periodic potentials of real crystals and asks when the charge may be held fixed.

Hartree atomic units are used. Potentials are potential energies of an electron, so a region rich in electrons has a raised potential. A positive \(\phi_p\) is a barrier for holes.

## 2. Why bulk levels need a reference

In a crystal the electrostatic potential \(V\) oscillates. Its average over a whole cell, \(\bar V\), takes the place of the constant. A bulk calculation with periodic boundaries does not fix the zero of this average. If \(\psi\) satisfies \(H\psi=E\psi\), then for any constant \(C\)

\[
(H+C)\psi=(E+C)\psi .
\]

Every level moves by \(C\), and so does \(\bar V\). The difference is unaffected:

\[
(E+C)-(\bar V+C)=E-\bar V .
\]

Subtracting raw levels from two bulk calculations thus gives a number that depends on two arbitrary constants. The transferable quantities are

\[
E_F^M=E_F^{\rm bulk}-\bar V_M^{\rm bulk},\qquad
E_v^S=E_v^{\rm bulk}-\bar V_S^{\rm bulk}.
\]

## 3. Assembling the barrier

Take one calculation that contains both materials and their interface. Deep inside each slab, let the potential have the bulk shape, apart from a constant. Call the cell averages there \(\bar V_M\) and \(\bar V_S\). The bulk levels then sit at

\[
E_F=\bar V_M+E_F^M,\qquad E_v=\bar V_S+E_v^S .
\]

Subtracting the second from the first gives

\[
\phi_p=E_F^M-E_v^S+\Delta V,\qquad
\Delta V=\bar V_M-\bar V_S . \tag{1}
\]

The quantity \(\Delta V\) is the potential lineup. Equation (1) rests on these conditions:

- **Same crystals.** Bulk and junction must share ions or pseudopotentials, basis and strain. A semiconductor stretched to fit the metal needs its bulk edge computed in the stretched cell.
- **Bulk-like interiors.** The slabs must be thick enough for interface states to have died out in the middle.
- **Transferable exchange-correlation potential.** In a Kohn–Sham calculation, \(v_{xc}\) in the interior must be fixed by the interior density, as it is for local and semilocal functionals.
- **No field in the semiconductor interior.** In a field that changes the potential energy by \(F\) per unit length, moving the reading point by \(d\) changes \(E_v\) by \(Fd\). In a doped contact the edge is read beyond the interface states but well inside the depletion width.

Image-force lowering is not included. If (1) gives \(\phi_p<0\), the Fermi energy lies inside the valence band. Holes then collect in the semiconductor and bend its potential, so the assumed neutral, flat interior must be reconsidered.

**Another reference.** The potential at an atomic site can replace the cell average. Let \(d_M\) and \(d_S\) be the site potential minus the cell average in each bulk. The bulk terms become \(E_F^M-d_M\) and \(E_v^S-d_S\), while the lineup becomes \(\Delta V+d_M-d_S\). Adding them,

\[
(E_F^M-d_M)-(E_v^S-d_S)+(\Delta V+d_M-d_S)
=E_F^M-E_v^S+\Delta V .
\]

The barrier is the same, although each part has changed. A lineup quoted without its reference therefore has no definite meaning.

**The limit of separated surfaces.** Let two neutral slabs face each other across a wide vacuum with no field in it, and put the vacuum level at zero. The metal's work function is \(W=-(\bar V_M+E_F^M)\), and the semiconductor's ionization energy is \(I=-(\bar V_S+E_v^S)\). Inserting both in (1),

\[
\phi_p=(\bar V_M+E_F^M)-(\bar V_S+E_v^S)=I-W .
\]

This is the Schottky–Mott value. When the surfaces are joined, charge rearranges and bonds form. The lineup then differs from its separated value, and the barrier differs from \(I-W\) by the same amount.

## 4. The lineup is set by charge

Consider a junction that varies along \(z\) only, or one averaged over planes parallel to the interface. With electron and ion number densities \(n_e\) and \(n_{\rm ion}\), the ions being weighted by their charge, Poisson's equation for the electron potential energy is

\[
V''(z)=-4\pi\,[n_e(z)-n_{\rm ion}(z)] .
\]

Keep the ions fixed and change the electron density by \(\delta n\). The potential changes by \(u(z)\), with \(u''=-4\pi\,\delta n\). Let \(z_M<z_S\) be mirror planes in the middle of the metal and semiconductor slabs. If the change respects the mirror symmetry, \(u'(z_M)=u'(z_S)=0\). Integrating once from \(z_M\),

\[
u'(z)=-4\pi\int_{z_M}^{z}\delta n(z')\,dz' .
\]

Integrating again, and exchanging the order of integration,

\[
\begin{aligned}
u(z_S)-u(z_M)
&=-4\pi\int_{z_M}^{z_S}dz\int_{z_M}^{z}dz'\,\delta n(z')\\
&=-4\pi\int_{z_M}^{z_S}(z_S-z')\,\delta n(z')\,dz' .
\end{aligned}
\]

The factor \(z_S-z'\) is the length of the range \(z'<z<z_S\) over which a given \(z'\) contributes. Where the interior density is unchanged, \(u\) is flat and equals the change of the cell average. The lineup is metal minus semiconductor, so its change has the opposite sign:

\[
\delta(\Delta V)=4\pi\int_{z_M}^{z_S}(z_S-z)\,\delta n(z)\,dz . \tag{2}
\]

The condition \(u'(z_S)=0\) also gives \(\int\delta n\,dz=0\) between the planes. The term with \(z_S\) then drops out, leaving

\[
\delta(\Delta V)=-4\pi\int_{z_M}^{z_S} z\,\delta n(z)\,dz .
\]

For \(s\) electrons per area moved by \(d\) toward the semiconductor, the integral is \(sd\), which gives the \(-4\pi sd\) of section 1. With fixed ions, no change of electron density means no change of electrostatic lineup.

## 5. Correcting the valence edge

A Kohn–Sham eigenvalue is not in general the energy for removing an electron. The Kohn–Sham and quasiparticle equations are

\[
\left[-\tfrac12\nabla^2+V+v_{xc}\right]\psi=E\psi,\qquad
\left[-\tfrac12\nabla^2+V+\Sigma(E)\right]\psi=E\psi ,
\]

where \(\Sigma\) is the self-energy. The same \(V\) may stand in both for the following reason. The exact Kohn–Sham system has the exact electron density by construction, and the exact quasiparticle theory yields that density too. Equal densities and equal ions give equal \(V\), hence an equal \(\Delta V\).

To first order in \(\Sigma-v_{xc}\), the valence-edge state \(\psi_v\) moves by

\[
\delta_v={\rm Re}\,\langle\psi_v|\Sigma(E_v)-v_{xc}|\psi_v\rangle .
\]

Here \(\Sigma\) is taken at the uncorrected edge, which is enough only if it varies little with energy. If its expectation value has the slope \(\sigma\) in energy, the shift \(\delta\) obeys \(\delta=\delta_v+\sigma\delta\), and \(\delta_v\) must be replaced by \(\delta_v/(1-\sigma)\). A slope of \(-0.3\), for example, reduces the shift to 0.77 of the first estimate.

The shift is computed in the bulk with \(V\) held fixed, so it refers to the same cell average as \(E_v^S\). Let the metal's Fermi energy have a correction \(\delta_M\), defined in the same way. Replacing both bulk levels in (1),

\[
\begin{aligned}
\phi_p'&=(E_F^M+\delta_M)-(E_v^S+\delta_v)+\Delta V\\
&=\phi_p+\delta_M-\delta_v .
\end{aligned}
\]

With the metal level kept, \(\delta_M=0\) and

\[
\phi_p'=\phi_p-\delta_v . \tag{3}
\]

A valence edge that moves down has \(\delta_v<0\) and raises the hole barrier. With an approximate functional the density is approximate as well, and keeping its lineup is then an approximation.

**A gap correction is not enough.** The electron barrier is \(\phi_n=E_c-E_F\). Adding it to the hole barrier,

\[
\phi_n+\phi_p=(E_c-E_F)+(E_F-E_v)=E_g .
\]

If the conduction edge moves by \(\delta_c\), the gap changes by \(\delta_c-\delta_v\). Knowing this difference does not tell how much belongs to \(\delta_v\), and (3) needs \(\delta_v\) itself. If the valence edge alone moves, the gap grows by \(-\delta_v\), all of it on the hole side, and \(\phi_n\) stays where it was.

**Spin–orbit splitting as a second case.** Suppose the valence edge without spin–orbit coupling consists of three degenerate orbitals, or six states with spin. Let the coupling split them into four upper and two lower states separated by \(\Delta_0\). Within these six states the coupling has zero trace. If the upper states move by \(x\),

\[
4x+2(x-\Delta_0)=0\quad\Rightarrow\quad x=\frac{\Delta_0}{3}.
\]

Here \(\delta_v=+\Delta_0/3\), and at fixed density and metal level the hole barrier falls by \(\Delta_0/3\).

## 6. What happens if the density may respond

In a bulk semiconductor a rigid valence shift can be written \(\delta_vP_v\), where \(P_v\) projects on the filled valence band. The Bloch states are eigenstates of both \(H\) and \(P_v\):

\[
(H+\delta_vP_v)\psi_v=(E+\delta_v)\psi_v,\qquad
(H+\delta_vP_v)\psi_c=E\,\psi_c .
\]

The states are the same, and while the valence band stays full and the conduction band empty, so is the density.

At a contact, let \(P\) project on the localized valence orbitals (Wannier functions) centred in the semiconductor cells. The tails of those nearest the interface reach slightly into the metal. Valence states there mix with metal states, so \(P\) does not commute with the junction Hamiltonian. Solving again with \(\delta_vP\) included may change the density and the lineup, and the barrier becomes

\[
\phi_p''=\phi_p-\delta_v+\delta(\Delta V). \tag{4}
\]

In the Hartree approximation a variational argument shows which way the occupation moves. Let \(\Omega_0\) be the free energy without the shift, at fixed electron number. Let \(p_0\) and \(p_1\) be the expectation values of \(P\) in the minimizing states 0 (without shift) and 1 (with shift). Since each state minimizes its own free energy,

\[
\Omega_0(1)+\delta_vp_1\le\Omega_0(0)+\delta_vp_0,\qquad
\Omega_0(0)\le\Omega_0(1).
\]

Adding the inequalities and cancelling \(\Omega_0(0)+\Omega_0(1)\) leaves \(\delta_v(p_1-p_0)\le0\). For \(\delta_v<0\), the occupation of the semiconductor's valence orbitals cannot fall. This suggests a flow of electrons toward the semiconductor, which by (2) lowers \(\Delta V\) and takes back part of the barrier increase. It is not a proof of the sign of \(\delta(\Delta V)\), because the dipole depends on where the charge sits and not on \(p\) alone.

## 7. A worked junction

The example is a planar model in the Hartree approximation. Gaussian ion sheets attract the electrons. For each 25 bohr\(^2\) of interface area, the metal has one electron per 4-bohr layer and the semiconductor two per 6-bohr layer. Dispersion parallel to the layers, exchange and correlation are left out, and the grid spacing is 1 bohr. States are filled with a Fermi–Dirac smearing \(kT=0.005\) hartree, about 1580 K, which is a numerical device and not a device temperature. The numbers examine the relations above within this model; they do not predict the barrier of a material. The full numerical output follows these notes.

From the separate bulks, \(E_F^M=0.07640\) and \(E_v^S=0.07392\) hartree. The junction gives \(\Delta V=0.06168\) hartree. Equation (1) yields

\[
\phi_p=0.07640-0.07392+0.06168=0.06416\ \text{hartree},
\]

or 1.746 eV. The bulk levels differ by only 0.00248 hartree, so nearly all of this barrier comes from the lineup with the cell-average reference. With the site reference the same barrier has quite different parts:

\[
0.11994-0.20991+0.15414=0.06417\ \text{hartree}.
\]

The change in the last digit lies within the tolerance of that test.

Simply joining the two bulk densities at the interface gives a lineup of 0.05995 hartree on this grid, 0.00173 hartree below the self-consistent value. The joined density changes abruptly at the interface, and a 1-bohr grid represents that step poorly. On finer grids the joined lineup rises to about 0.0638 hartree while the self-consistent lineup stays at 0.06168 hartree, so the small difference changes sign. What can be said is that the rearrangement of charge is a small part of the lineup in this junction.

**Reading the barrier without a lineup.** The semiconductor was lengthened by repeating its middle cell, and the whole junction was diagonalized. The highest state below \(E_F\) with substantial weight in the middle of the semiconductor marks the valence edge. This gives \(\phi_p=0.06421\) hartree, which is \(5\times10^{-5}\) hartree above the formula. The test allowed \(5\times10^{-4}\) hartree, because a finite semiconductor does not contain a state exactly at the band edge. The remaining difference was not divided among its possible causes.

**Correction at fixed potential.** Choose \(\delta_v=-0.020\) hartree. Equation (3) gives

\[
\phi_p'=0.06416-(-0.02000)=0.08416\ \text{hartree},
\]

or 2.290 eV. Diagonalizing the long junction with the shift applied to the semiconductor's valence orbitals, and with \(V\) frozen, gives 0.08421 hartree. The directly read electron barrier is 0.05564 hartree both before and after the shift, as section 5 requires. This test confirms the movement of the edges at fixed \(V\). It does not show that the chosen shift would itself reproduce the old density.

**Correction with the density solved again.** The lineup now falls to 0.05759 hartree. The change is \(-0.00408\) hartree, and the dipole integral (2) gives the same value to the printed digits. Equation (4) gives

\[
\phi_p''=0.08416-0.00408\simeq0.0801\ \text{hartree},
\]

or 2.179 eV. The direct reading is 0.08013 hartree. The negative sign means that \(\int z\,\delta n\,dz\) is positive: on balance, electrons are displaced toward the semiconductor side, as section 6 suggested. The density in the semiconductor's middle cell changes by at most \(9\times10^{-9}\) bohr\(^{-3}\), against a largest change of \(5.7\times10^{-5}\) bohr\(^{-3}\) in the junction. The semiconductor's bulk reference therefore remains usable, and the agreement with the direct reading supports using both bulk references together.

It is useful to define a response fraction \(r=\delta(\Delta V)/\delta_v\). Equation (4) then reads

\[
\phi_p''=\phi_p-(1-r)\,\delta_v .
\]

For \(r=0\) the whole correction appears in the barrier. For \(r=1\) the interface dipole would cancel it. Here

\[
r=\frac{-0.00408}{-0.02000}\simeq0.20,
\]

so about four fifths of the edge correction survives. This value belongs to this model and this shift, and it is not a general constant.

## 8. Which barrier to use

The frozen and the re-solved results answer different questions. If the original density is judged reliable and \(\delta_v\) is a quasiparticle correction to be added to it, the lineup is kept and the barrier is \(\phi_p+\delta_M-\delta_v\). This reduces to equation (3) only when \(\delta_M\) is negligible, which for a real metal and an approximate functional has to be computed and not assumed. Solving again with a bare valence shift would then alter a density that was meant to be kept.

If instead the corrected Hamiltonian is meant to supply a better density, as when a semilocal functional is replaced by a hybrid functional, the junction should be solved with the new functional. Both bulks must then be recomputed with it too, and equation (1) is applied afresh. Adding to that result a \(-\delta_v\) computed from the old functional would count twice whatever part of the edge correction the new functional already contains. A further correction must be computed from the new functional.

In the example, where the junction was solved again with a bare valence shift and not with a new functional, the frozen and re-solved barriers differ by about 0.004 hartree, or 0.11 eV. A difference of this kind indicates how sensitive the barrier is to keeping the lineup. It is the response to one chosen operator and is not an estimate of the error in the density.

## Numbers as computed

```
INPUTS
in-plane cell area: 25.0 bohr^2
ion-sheet width: 0.8 bohr
thermal smearing kT: 0.005 hartree
layer spacing, metal / semiconductor: 4 / 6 bohr
electrons per cell, metal / semiconductor: 1 / 2
cells, metal / semiconductor: 41 / 17
semiconductor cells added for direct reading: 80
chosen valence-edge correction: -0.020 hartree
BULKS AND LINEUP
metal Fermi energy from bulk mean: 0.07640 hartree
valence edge from bulk mean: 0.07392 hartree
conduction edge from bulk mean: 0.19374 hartree
band gap: 0.11981 hartree
lineup of joined bulk densities: 0.05995 hartree
self-consistent lineup: 0.06168 hartree
metal Fermi mismatch in interior: 8.2e-07 hartree
semiconductor cell mismatch: 1.7e-05 hartree
UNCORRECTED BARRIERS
hole barrier, formula: 0.06416 hartree
hole barrier, formula: 1.746 eV
hole barrier, direct: 0.06421 hartree
electron barrier, formula: 0.05566 hartree
electron barrier, direct: 0.05564 hartree
metal Fermi energy from site potential: 0.11994 hartree
valence edge from site potential: 0.20991 hartree
site-potential lineup: 0.15414 hartree
hole barrier, site reference: 0.06417 hartree
CORRECTED AT FROZEN DENSITY
hole barrier, formula: 0.08416 hartree
hole barrier, formula: 2.290 eV
hole barrier, direct: 0.08421 hartree
electron barrier, direct: 0.05564 hartree
CORRECTED WITH DENSITY SOLVED AGAIN
new lineup: 0.05759 hartree
lineup change: -0.00408 hartree
lineup change from dipole integral: -0.00408 hartree
hole barrier, formula with new lineup: 0.08007 hartree
hole barrier, formula with new lineup: 2.179 eV
hole barrier, direct: 0.08013 hartree
largest density change: 5.7e-05 bohr^-3
density change in middle cell: 9.2e-09 bohr^-3
```
